# When a nanowire layer nucleates more easily at the triple line, part 2

A nanowire with vertical sidewalls ends in a flat, horizontal top facet, entirely covered by a liquid droplet. The droplet's rim, the triple line, is pinned at the edge of the facet. Each new layer starts from a nucleus of height $h$, without fault energy. The question is whether it forms more easily in the interior of the facet or at the triple line, where its outer face is flush with the sidewall, touches vapour and lifts the rim by $h$.

The solid–vapour, solid–liquid and liquid–vapour energies per area are $\gamma_{SV}$, $\gamma_{SL}$ and $\gamma_{LV}$, in J/m². Lengths are in nm, and nucleus energies mostly in eV. The contact angle $b$ is measured inside the liquid, from the facet to the droplet surface. A nucleus has area $A$ and perimeter $P$, of which a length $C$ lies on the edge. $\Delta\mu$ is the free energy released per III–V pair, $\Omega$ the crystal volume per pair, and $kT$ the thermal energy. For interior and edge nuclei,

$$
\Delta G_{\rm int}=-DA+gP,\qquad D=\frac{h\,\Delta\mu}{\Omega},\qquad g=h\gamma_{SL}.
$$

$$
\Delta G_{\rm edge}=-DA+g(P-C)+wC,\qquad
w=h\left(\gamma_{SV}-\gamma_{LV}\sin b\right),
$$

For a fixed shape of variable size, with total step energy $F>0$, the maximum is

$$
\Delta G_{\max}=-\frac{F^2}{4DA}+\frac{F^2}{2DA}=\frac{F^2}{4DA}.
$$

The barrier is the lowest such value among all shapes. Within the model it is lower at the triple line if and only if

$$
\boxed{\gamma_{SV}-\gamma_{SL}<\gamma_{LV}\sin b}
$$

This is "the criterion" below. It rests on the first-order change of droplet area, $-\sin b$ per area swept by the rim, which was tested numerically on a curved droplet at $b=75^\circ$ and $120^\circ$. Any volume change on crystallizing adds work against the Laplace pressure, which is absorbed into $\Delta\mu$.

## From barriers to growth of a gallium arsenide wire

The symbols needed from the first half are these. A nucleus of height $h$ gains the energy $D=h\Delta\mu/\Omega$ per area, where $\Delta\mu$ is the supersaturation per pair and $\Omega$ the volume per pair. Its boundary costs $g=h\gamma_{SL}$ per length in the liquid and $w=h(\gamma_{SV}-\gamma_{LV}\sin b)$ per length on the triple line, where $b$ is the contact angle inside the droplet. For a given shape with area $A$ and step energy $F$, the barrier is $F^2/(4DA)$. The edge has the lower barrier if and only if $w<g$.

The size of the advantage follows from the shape of the critical nucleus. Let $g$ be independent of direction and the edge straight. If a piece of the free boundary with curvature $\kappa$ is moved outwards by $\delta n$, its length grows by $\kappa\,\delta n$ per unit length and the area by $\delta n$ per unit length. At the critical nucleus the energy is stationary, so $g\kappa=D$. The free boundary is therefore an arc of a circle with radius

$$
r=\frac gD .
$$

Let $\theta$ be the angle inside the nucleus between the edge and the arc. If the end of the arc slides outwards along the edge by $\delta$, the contact grows by $\delta$ and the arc by $\delta\cos\theta$. The energy is stationary when

$$
w+g\cos\theta=0,\qquad \cos\theta=-\frac wg .
$$

The angle between a chord and the tangent at its end is half the angle that the arc subtends at the centre. The nucleus is thus a circular segment with arc length $2r\theta$, contact length $C=2r\sin\theta$ and area $A=r^2(\theta-\sin\theta\cos\theta)$. With $w=-g\cos\theta$, its step energy is

$$
F=2gr\theta+2wr\sin\theta=2gr(\theta-\sin\theta\cos\theta)=\frac{2gA}{r}=2DA .
$$

The barrier is $F-DA=DA$, the driving energy of the critical area. A full circle, $\theta=\pi$, gives the interior barrier, and the ratio of the two is $f$:

$$
\Delta G^*_{\rm int}=\frac{\pi g^2}{D},\qquad
\Delta G^*_{\rm edge}=f\,\frac{\pi g^2}{D},\qquad
f=\frac{\theta-\sin\theta\cos\theta}{\pi}.
$$

This holds for $-g<w<g$. The ratio $f$ does not depend on the supersaturation, while both barriers vary as $1/\Delta\mu$. For $w=0$ the nucleus is a half circle and the barrier is halved. As $w$ falls towards $-g$, the angle and the barrier go to zero. At $w\le-g$ a long, thin strip along the edge costs no step energy, so there is no barrier. For $w<-g$ the strip would form even without supersaturation, and the sharp edge assumed at the start is no longer stable in the model.

Near the threshold the advantage is small. Put $\theta=\pi-\varepsilon$, so that $w/g=\cos\varepsilon\simeq1-\varepsilon^2/2$. Then $1-f=(\varepsilon-\sin\varepsilon\cos\varepsilon)/\pi\simeq2\varepsilon^3/(3\pi)$, and inserting $\varepsilon=[2(1-w/g)]^{1/2}$ gives

$$
1-f\simeq\frac{4\sqrt2}{3\pi}\left(1-\frac wg\right)^{3/2}.
$$

The gain starts with zero slope. For steps without preferred directions, satisfying the criterion by a narrow margin therefore changes the barrier very little. A nucleus that already has a straight side along the edge gains more: for a regular hexagon, one side in six becomes cheaper, and since the barrier varies as $F^2$, the relative gain starts as $(1-w/g)/3$.

The segment was tested against a numerical search for the lowest $F^2/(4DA)$ among smooth, mirror-symmetric shapes resting on the edge, without assuming a circle. For $w/g=-0.3$, $0.5$ and $0.8$ the best ratio to the interior barrier agreed with $f$ to within $10^{-4}$ and lay below one. For $w/g=1.2$, on the other side of the criterion, it stayed above one, though it equals 1 to the four digits printed. This is what the general argument demands: an attached nucleus can at best approach the free circle by giving up its contact.

A lower barrier does not yet mean a higher rate, because the interior offers more places. If each site has the same attempt rate, the nucleation rate of a region is proportional to $N\exp(-\Delta G^*/kT)$, with $N$ the number of sites. For a facet of radius $R$ and a site spacing $a$, $N_{\rm int}=\pi R^2/a^2$ and $N_{\rm edge}=2\pi R/a$. Taking the logarithm of the ratio of rates, one finds that the edge is faster when

$$
\Delta G^*_{\rm int}-\Delta G^*_{\rm edge}>kT\ln\frac{N_{\rm int}}{N_{\rm edge}}=kT\ln\frac{R}{2a}.
$$

For $R>2a$ the right side is positive. There is then a range in which the criterion for the barriers holds, yet the interior nucleates faster.

For numbers, take rough parameters in the regime of gallium arsenide wires grown from gold-based droplets: $R=20$ nm, $b=120^\circ$, $T=850$ K, $\Delta\mu=0.25$ eV per pair, $\gamma_{SV}=0.8$, $\gamma_{SL}=0.6$ and $\gamma_{LV}=1.0$ J/m². The left side of the criterion is $0.8-0.6=0.2$ J/m² and the right side is $1.0\times\sin120^\circ=0.866$ J/m², so it is met with a wide margin. A lattice constant of 0.565 nm gives a layer height $h=0.565/\sqrt3=0.326$ nm along the cube diagonal, and a volume $\Omega=0.565^3/4=0.0451$ nm³ per pair. With 1 J/m² equal to 6.242 eV/nm²,

$$
D=\frac{0.25\times0.3262}{0.04509}=1.81\ {\rm eV/nm^2},\qquad
g=0.3262\times0.6\times6.242=1.22\ {\rm eV/nm},
$$

$$
w=0.3262\times(0.8-0.8660)\times6.242=-0.134\ {\rm eV/nm}.
$$

The triple line is not merely cheaper than a step in the liquid: its step energy is slightly negative. The ratio $w/g=-0.110$ gives $\theta=83.7^\circ$ and $f=0.430$; the numerical search at this ratio gives the same value. The critical radius is $r=1.222/1.809=0.675$ nm, the contact length is $2r\sin\theta=1.34$ nm, and the barriers are

$$
\Delta G^*_{\rm int}=\frac{\pi\,(1.222)^2}{1.809}=2.59\ {\rm eV},\qquad
\Delta G^*_{\rm edge}=0.430\times2.59=1.11\ {\rm eV},
$$

or $4.15\times10^{-19}$ J and $1.79\times10^{-19}$ J. The edge lowers the barrier by 1.48 eV. With $kT=0.0733$ eV and $a=0.4$ nm, the larger number of interior sites costs $0.0733\times\ln25=0.236$ eV. A net advantage of 1.24 eV remains, about $17\,kT$, and the model puts the rate at the edge some seven powers of ten above that in the interior. The power of ten should not be taken literally, since a shift of 0.17 eV in one barrier changes the ratio tenfold.

The edge barrier is sensitive to the sidewall energy. The critical nucleus is stationary with respect to its own shape, so a small change of $w$ changes the barrier by its explicit effect alone, $d\Delta G^*_{\rm edge}/dw=C$. A rise of $\gamma_{SV}$ by 0.1 J/m² therefore adds about $1.34\times0.326\times0.1\times6.242=0.27$ eV. With the other inputs held fixed, larger values give:

| $\gamma_{SV}$ (J/m²) | edge barrier (eV) | gain less site cost (eV) |
|---|---|---|
| 1.1 | 1.92 | 0.43 |
| 1.3 | 2.38 | −0.02 |
| 1.4 | 2.54 | −0.18 |

At 1.3 and 1.4 J/m² the criterion is still met, because its limit is $\gamma_{SV}=0.6+0.866=1.47$ J/m², but the interior is faster. The rates are equal at 1.29 J/m². The threshold law accounts for this gap. The site cost is $0.236/2.59=0.091$ of the interior barrier, and setting $0.600\,(1-w/g)^{3/2}=0.091$ gives $1-w/g=0.28$. Since $1-w/g$ is the distance of $\gamma_{SV}$ from its limit divided by $\gamma_{SL}$, the distance is $0.28\times0.6=0.17$ J/m², close to the full result. The crossing depends slightly on how sites are counted: with the area per pair of the layer, $\Omega/h=0.138$ nm², in place of $a^2=0.16$ nm², the site cost is 0.25 eV and the rates are equal at 1.28 J/m². At the other end, the edge barrier vanishes below $\gamma_{SV}=0.866-0.6=0.27$ J/m². If the droplet angle is varied instead, with the original surface energies fixed, the inequality holds between $b=11.5^\circ$ and $b=168.5^\circ$, the two angles at which $\sin b=0.2$. The lower part of this range is not available to a droplet that covers the whole facet. Pulling the rim inwards over the top facet costs $\gamma_{SV}-\gamma_{SL}-\gamma_{LV}\cos b$ per area laid bare. If the top facet also has 0.8 J/m² when dry and 0.6 J/m² when wet, this is negative below $b=78.5^\circ$, and the droplet would retract from the edge.

The largest correction to the droplet energy comes from the distortion of its surface near the raised piece of rim. The lift has a component $h\sin b$ within the surface, already counted, and a component $h\cos b$ normal to it. Over the length of the nucleus the droplet surface is nearly flat. Let $y$ run along the rim, let $q$ be the distance from it within the surface, and let $\zeta(y,q)$ be the normal displacement. A gently sloping surface has the extra area $\tfrac12\int|\nabla\zeta|^2\,dy\,dq$. This is least when $\nabla^2\zeta=0$, so each Fourier component along the rim decays as $e^{-|k|q}$. Its $y$ and $q$ derivatives contribute equally, and $\int_0^\infty2k^2e^{-2|k|q}\,dq=|k|$. The energy is therefore

$$
U=\frac{\gamma_{LV}\cos^2b}{2}\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,|k|\,|\eta_k|^2 ,
$$

where $\eta_k$ is the Fourier transform of the lift of the rim. A lift by $h$ over a length $C$ with vertical ends would give a divergent integral, so the ends are smoothed over about $h/2$: $\eta_k=(2h/k)\sin(kC/2)\,e^{-|k|h/2}$. With $2\sin^2(kC/2)=1-\cos kC$, the energy becomes

$$
U=\frac{\gamma_{LV}\cos^2b\,h^2}{\pi}\,I,\qquad
I=\int_0^\infty\frac{1-\cos kC}{k}\,e^{-kh}\,dk .
$$

The derivative $dI/dC=\int_0^\infty\sin(kC)\,e^{-kh}dk=C/(C^2+h^2)$, together with $I=0$ at $C=0$, gives $I=\tfrac12\ln(1+C^2/h^2)$ and

$$
U=\frac{\gamma_{LV}\cos^2b\,h^2}{2\pi}\ln\!\left(1+\frac{C^2}{h^2}\right)=0.076\ {\rm eV}.
$$

A direct two-dimensional integration of the squared slope for the same smoothed lift also gives 0.076 eV. This is the value for a flat surface; on the curved droplet at fixed volume the second-order energy of the same lift is 0.071 eV. The value remains an estimate, since the slopes at the ends of the nucleus are not small and the smoothing length is a choice: half the length gives 0.11 eV, twice the length 0.04 eV. It reduces the net advantage from 1.24 to about 1.17 eV and lowers the sidewall energy at which the rates are equal from 1.29 to 1.26 J/m². For $b=90^\circ$ this term vanishes, because the rim then moves within the surface.

Two further corrections concern the shape of the edge and the directions of the steps. On a round facet the edge bulges outwards and gives the nucleus extra area for almost the same contact. The bulge over a chord $C$ has the area $C^3/(12R)$, so the barrier changes by about $-DC^3/(12R)=-0.018$ eV; the stationary nucleus on the round facet gives the same shift. If steps can run in six directions only, with equal energy $g$, the interior nucleus is a regular hexagon with $P^2/(4A)=2\sqrt3$ in place of $\pi$, and its barrier rises to 2.86 eV. At an edge parallel to one of the six directions, the Wulff construction places each side at a distance from the centre equal to its step energy divided by $D$. Since $A$ is half the sum of distance times length over the sides, again $F=2DA$, and the barrier $DA$ is 1.23 eV. Both barriers rise by about a tenth, and their ratio hardly changes. Their difference, which enters the ratio of the rates, grows from 1.48 to 1.63 eV, in favour of the edge. Without the bending energy, the sidewall energy at which the rates are equal rises from 1.29 to 1.33 J/m², so the order of the rates at 1.3 J/m² depends on the shape of the nucleus. These values hold where the edge runs parallel to a side, which on a round facet is true at six places only. Where the edge is turned by $30^\circ$, with the same $w$, the edge barrier is 1.25 eV and the rates are equal at 1.315 J/m². A step in that direction must zigzag and costs $2g/\sqrt3$ per length, so there the edge has the lower barrier for $w<2g/\sqrt3$.

The droplet also loses material. If arsenic makes up one hundredth of its atoms, at 55 atoms per nm³, the droplet holds about $2.4\times10^4$ arsenic atoms. In a dilute solution the chemical potential varies as $kT\ln N$, so the 4.5 pairs in the edge nucleus lower $\Delta\mu$ by about $1.4\times10^{-5}$ eV, which is negligible. A complete layer is another matter: it takes $\pi R^2h/\Omega\approx9\times10^3$ pairs, so by the same law the supersaturation falls by about 0.035 eV, a seventh of its value, while the layer spreads, unless the vapour replaces the arsenic. The Laplace pressure times the pair volume is 0.024 eV. This must still be multiplied by the relative change of volume on crystallizing, and it shifts $\Delta\mu$ equally at both places.

Set beside real gold-catalysed wires, the radius, the temperature and a contact angle somewhat above $90^\circ$ are ordinary values. The surface energies and the supersaturation are rough, and they depend on the composition of the droplet and on the vapour. The assumption most plainly broken is that of a continuous nucleus with macroscopic surface energies: the critical nucleus has about 10 pairs in the interior and between 4 and 5 at the edge. The energies of individual atomic arrangements and of the two corners at the edge then enter the barriers directly, and the model cannot supply them. Their effect can be gauged from the sidewall energy: an error equivalent to 0.3 J/m² moves the edge barrier from 1.11 to 1.92 eV. Even then the edge remains faster in this example, by 0.43 eV after the site count. Real wires usually have a hexagonal rather than a round facet, and a nucleus in one of its corners has two sides on the triple line. With the same $w$ and $b$ its barrier is about 0.69 eV, and although there are only six such sites it beats the straight edge by about 0.14 eV in this example; the contact angle, however, varies along the rim of such a facet. A real edge may also carry a small inclined facet. If the liquid wets it, the top facet no longer ends at the triple line, and the comparison made here does not apply. As a rule for choosing growth conditions, the inequality is useful only when it is met by a margin that covers both the 0.2 J/m² or so that site number and bending consume here and the uncertainty of the surface and corner energies. With an uncertainty of 0.3 J/m², the margin needed in this example is about 0.5 J/m²; at higher supersaturation this margin must be larger, because the gain in barrier falls as $1/\Delta\mu$ while the site cost does not. The remaining values are listed in the numerical output.

## Computed results

```
Test: area change per lifted area, b=75 deg: -0.965926
Test: area change per lifted area, b=120 deg: -0.866025
Test: best attached/interior barrier at w/g=1.2: 1
Input solid-vapour energy: 0.8 J/m2
Input solid-liquid energy: 0.6 J/m2
Input liquid-vapour energy: 1 J/m2
Input contact angle: 120 deg
Input facet radius: 20 nm
Input temperature: 850 K
Input supersaturation per pair: 0.25 eV
Input lattice constant: 0.565 nm
Input site spacing: 0.4 nm
Input droplet atom density: 55 nm^-3
Input arsenic fraction in droplet: 0.01
Left side gamma_SV-gamma_SL: 0.2 J/m2
Right side gamma_LV*sin b: 0.866 J/m2
Layer height h: 0.3262 nm
Volume per pair: 0.04509 nm3
Driving energy per area D: 1.809 eV/nm2
Interior step energy g: 1.222 eV/nm
Triple-line step energy w: -0.1344 eV/nm
Ratio w/g: -0.11
Nucleus corner angle theta: 83.68 deg
Critical radius r: 0.6754 nm
Contact length at the edge: 1.343 nm
Barrier factor f, formula: 0.430087
Barrier factor f, shape optimization: 0.430087
Interior barrier: 2.592 eV
Triple-line barrier: 1.115 eV
Interior barrier in J: 4.153e-19 J
Triple-line barrier in J: 1.786e-19 J
Pairs in interior critical nucleus: 10.4
Pairs in edge critical nucleus: 4.46
gamma_SV=1.1 J/m2: edge barrier 1.923 eV, gain less site cost 0.433 eV
gamma_SV=1.3 J/m2: edge barrier 2.375 eV, gain less site cost -0.019 eV
gamma_SV=1.4 J/m2: edge barrier 2.536 eV, gain less site cost -0.180 eV
Largest gamma_SV for lower edge barrier: 1.466 J/m2
Largest gamma_SV for faster edge, site count: 1.29 J/m2
Same with line bending: 1.259 J/m2
gamma_SV below which edge barrier vanishes: 0.266 J/m2
Largest contact angle meeting the criterion: 168.5 deg
Thermal energy kT: 0.07325 eV
Site-number cost kT ln(N_int/N_edge): 0.2358 eV
Neglected: bending of droplet near line: 0.07629 eV
Bending energy by 2D quadrature: 0.07629 eV
Neglected: edge curvature, barrier shift: -0.0182 eV
Hexagonal steps: interior barrier: 2.858 eV
Hexagonal steps: edge barrier: 1.225 eV
Neglected: depletion shift of dmu: 1.4e-05 eV
Laplace energy per pair volume, upper scale: 0.0244 eV
Gain left after site count and bending: 1.165 eV
```
